\section*{When the top of a free-energy profile is not the transition state}

\section{A line that crosses the barrier at one point}

A particle moves in two dimensions in the potential
\begin{equation}
U(u,v)=W(u)+\tfrac12 kv^2,\qquad W(u)=B\left(\frac{u^2}{a^2}-1\right)^2 ,
\label{eq:U}
\end{equation}
with $B=0.30$ eV, $a=1$ \AA, $k=0.50$ eV/\AA$^2$ and $T=300$ K, so that $k_BT=0.02585$ eV. These are round model parameters. The wells lie at $u=\pm a$, $v=0$, and the saddle at the origin has energy $B$.

Suppose that the coordinate being monitored is not $u$ but $s=(u+v)/\sqrt2$. By symmetry its free-energy profile is stationary at $s=0$, and it will be shown to have its top there. On this line $v=-u$, and with $u$ in \AA{} the energy in eV is
\begin{equation}
U(u,-u)=0.30\,(u^2-1)^2+0.25\,u^2 .
\end{equation}
At the saddle this is $0.30$. At $u^2=0.583$, that is $u=\pm0.764$ \AA, it is $0.052+0.146=0.198$. The line $s=0$ passes over the saddle, but its low-energy points lie about $0.10$ eV lower, on the two flanks of the barrier. Most configurations found at the top of the profile are therefore already committed to one well or the other.

\section{The counter-example in full}

\subsection{The committor}

Let the motion be overdamped, with an isotropic diffusion constant $D$, and write $\beta=1/k_BT$. The formulas hold in atomic units as in any consistent set; numbers are in eV and \AA. State A is $u\le-a$ and state B is $u\ge a$. The committor $q$ is the probability of reaching B before A, and the transition state is the set $q=1/2$.

Because $U$ is a sum and the noise is isotropic, $u$ obeys a stochastic equation of its own, in which $v$ does not appear. A and B are defined by $u$, so $q$ depends on $u$ alone. The backward equation $q''-\beta W'q'=0$ gives $q'\propto e^{\beta W}$, and with $q(-a)=0$, $q(a)=1$,
\begin{equation}
q(u)=\frac{\int_{-a}^{u}e^{\beta W(x)}dx}{\int_{-a}^{a}e^{\beta W(x)}dx}.
\label{eq:q}
\end{equation}
Since $W$ is even, $q(0)=1/2$: the transition state is the line $u=0$. At $u=-0.764$ \AA{} the committor is $1.4\times10^{-5}$, and at $u=+0.764$ \AA{} it is one minus this number.

\subsection{The ensemble at $s=0$}

For a general angle let
\begin{equation}
s=u\cos\theta+v\sin\theta,\qquad \kappa=\frac{4B}{a^2},\qquad g=\frac{k\cot^2\theta}{\kappa}.
\end{equation}
Here $\kappa=-W''(0)=1.20$ eV/\AA$^2$ is the downward curvature at the saddle. At $45^\circ$, $g=0.50/1.20=0.417$. On $s=0$ we have $v=-u\cot\theta$, hence $\frac12kv^2=\frac12g\kappa u^2$ and
\begin{equation}
P(u|s{=}0)\propto e^{-\beta E(u)},\qquad E(u)=W(u)+\tfrac12 g\kappa u^2 .
\label{eq:Pu}
\end{equation}
With $X=u^2/a^2$ and $\kappa a^2=4B$ this energy is
\begin{equation}
E=B(X-1)^2+2BgX,\qquad \frac{dE}{dX}=2B(X-1+g).
\end{equation}
For $g<1$ the minimum is at $X=1-g$, that is $u_*=\pm a\sqrt{1-g}$, with
\begin{equation}
E_*=Bg^2+2Bg(1-g)=B\left[1-(1-g)^2\right]<B .
\label{eq:Estar}
\end{equation}
For $g\ge1$ the derivative is nowhere negative for $X\ge0$, and the lowest point is the saddle.

At $45^\circ$ the committor histogram on $s=0$, in ten equal bins, has $0.494$ in each end bin and at most $0.003$ in any other. The fraction with $0.1<q<0.9$ is $1.2\%$. The mean of $q$ gives no warning: $P(u|s{=}0)$ is even and $q(-u)=1-q(u)$, so the mean is $1/2$ at every angle.

\subsection{Is $s=0$ really the top?}

The profile is $F(s)=-k_BT\ln p(s)$, with $p$ the equilibrium density of $s$. As $p$ is a density, $F$ changes if the scale of $s$ is distorted; here $|\nabla s|=1$, so $s$ is a length. Since $v\sin\theta$ is Gaussian with variance $\sigma^2=k_BT\sin^2\theta/k$,
\begin{equation}
p(s)\propto\int e^{-\beta W(u)}\,e^{-(s-u\cos\theta)^2/2\sigma^2}\,du .
\end{equation}
Two derivatives at $s=0$ give $p''/p=\cos^2\theta\,\langle u^2\rangle_0/\sigma^4-1/\sigma^2$, where $\langle\cdot\rangle_0$ is the average over (\ref{eq:Pu}). As $p'(0)=0$, $F''=-k_BT\,p''/p$, so
\begin{equation}
F''(0)=\frac{k}{\sin^2\theta}\left[1-\frac{g\kappa\langle u^2\rangle_0}{k_BT}\right].
\end{equation}
At $45^\circ$, replacing $\langle u^2\rangle_0$ by $u_*^2$ gives $g\kappa\langle u^2\rangle_0\approx0.50\times0.583=0.29$ eV; the full thermal average gives $0.27$ eV. Both are far above $k_BT$, so $s=0$ is a maximum. For all the angles used below, the program tests that it is the highest point between the two minima of $F$.

\subsection{The apparent barrier}

The barrier $\Delta F$ is measured from a minimum of $F$ to its top. For $g<1$ and low temperature both densities follow from Gaussian integrals. Integrating over $v$ at $s=0$ gives a factor $1/\sin\theta$. Since $W''=\kappa(3X-1)$, the curvature of $E$ at $u_*$ is
\begin{equation}
\kappa(3X-1)+g\kappa=\kappa(2-3g)+g\kappa=2\kappa(1-g).
\end{equation}
The wells have $W''(\pm a)=2\kappa$, so the partition function is $Z\approx2\cdot2\pi k_BT/\sqrt{2\kappa k}$. The two minima on the line contribute equally:
\begin{equation}
p(0)\approx\frac{2}{Z\sin\theta}\sqrt{\frac{2\pi k_BT}{2\kappa(1-g)}}\,e^{-\beta E_*}
=\frac{1}{\sin\theta}\sqrt{\frac{k}{2\pi k_BT(1-g)}}\,e^{-\beta E_*}.
\end{equation}
One well carries half the population. In it $s$ is Gaussian with variance
\begin{equation}
k_BT\left(\frac{\cos^2\theta}{2\kappa}+\frac{\sin^2\theta}{k}\right)=\frac{k_BT\sin^2\theta}{k}\left(1+\frac g2\right),
\end{equation}
so that
\begin{equation}
p_{\max}\approx\frac{1}{2\sin\theta}\sqrt{\frac{k}{2\pi k_BT(1+g/2)}} .
\end{equation}
Taking $\Delta F=k_BT\ln[p_{\max}/p(0)]$,
\begin{equation}
\Delta F\approx E_*-k_BT\ln2-\frac{k_BT}{2}\ln\frac{1+g/2}{1-g}.
\label{eq:lowT}
\end{equation}
The $\ln2$ arises because two regions feed the top while one well feeds the minimum. At $45^\circ$,
\begin{equation}
\Delta F\approx0.1979-0.0179-0.0094=0.1706\ \text{eV}.
\end{equation}
Direct quadrature of $p(s)$ gives $0.169$ eV ($0.0062$ hartree), against $B=0.300$ eV ($0.0110$ hartree). The estimate fails as $g\to1$, where the curvature $2\kappa(1-g)$ vanishes. At fixed temperature it also fails as $g\to0$: there $E_*\to0$, the two wells overlap in $s$, and (\ref{eq:lowT}) tends to the negative value $-k_BT\ln2$.

Nothing is wrong with $F(s)$, which gives the equilibrium distribution of $s$ correctly. The error lies in reading its top as the transition state and its height as the activation barrier.

\section{The general statement}

For the potential (\ref{eq:U}) with isotropic overdamped motion, and $0<\theta<90^\circ$:
\begin{enumerate}
\item Between the absorbing boundaries, the density of $q$ on $s=0$ has two peaks, placed symmetrically about $q=1/2$, if $g<2$, and a single peak at $q=1/2$ if $g\ge2$.
\item If $s=0$ is the top of $F$ and $m\equiv k_BT\tan^2\theta/(ka^2)\le2/3$, then $\Delta F<B(1-2m+3m^2)\le B$.
\item Diffusion on $F(s)$ with the same $D$ relaxes at least as fast as the full system. This holds for any confining $U$ and any coordinate with $|\nabla s|=1$.
\end{enumerate}

\subsection{Proof of 1}

Changing variable from $u$ to $q$ divides the density by $q'\propto e^{\beta W}$:
\begin{equation}
P(q|s{=}0)=\frac{P(u|s{=}0)}{q'(u)}\propto e^{-\beta[2W+g\kappa u^2/2]} .
\end{equation}
The bracket is $2B(X-1)^2+2BgX$, with $X$-derivative $4B(X-1+g/2)$. For $g<2$ it is smallest at $u=\pm a\sqrt{1-g/2}$, inside $|u|<a$, and $u=0$ is a minimum of the density. For $g\ge2$ it grows with $X$ from $X=0$, and the peak is at $u=0$, where $q=1/2$. Configurations with $|u|\ge a$ add point weights at $q=0$ and $1$, in total about $1.5\%$ at $45^\circ$.

The threshold is $g=2$, not the value $g=1$ at which the energy minimum leaves the saddle. Close to $u=0$, $q'$ falls off as $e^{-\beta\kappa u^2/2}$, while for $g>1$ the ensemble on $s=0$ falls off as $e^{-\beta\kappa(g-1)u^2/2}$. For $1<g<2$ the ensemble falls off more slowly there, so the density of $q$, which is the ratio of the two, dips at $q=1/2$ and peaks on either side of it, even though the line has its lowest point at the true saddle.

\subsection{Proof of 2}

Write $s/\cos\theta=u+\eta$, where $\eta=v\tan\theta$ is Gaussian with variance $k_BT\tan^2\theta/k=ma^2$. The constant factor $\cos\theta$ cancels from density ratios. The density of $u+\eta$ is $\rho(u)\propto e^{-\beta W}$ averaged over Gaussian shifts, so its maximum is below $\rho(a)$, the maximum of $\rho$. At the origin it equals
\begin{equation}
\langle\rho(-\eta)\rangle=\rho(0)\left\langle e^{\beta B(2Y-Y^2)}\right\rangle,\qquad Y=\eta^2/a^2,
\end{equation}
because $W(0)-W(\eta)=B[1-(Y-1)^2]$. The exponential is convex, so Jensen's inequality applies. With $\langle Y\rangle=m$ and $\langle Y^2\rangle=3m^2$, the average is at least $e^{\beta B(2m-3m^2)}$. Therefore
\begin{equation}
\Delta F<k_BT\ln\frac{\rho(a)}{\rho(0)}-B(2m-3m^2)=B(1-2m+3m^2),
\end{equation}
which does not exceed $B$ when $m\le2/3$. At $45^\circ$, $m=0.02585/0.50=0.052$ and the bound is $0.271$ eV; the barrier itself lies well below it.

\subsection{Proof of 3}

The generator is $\mathcal Lf=D\,e^{\beta U}\nabla\cdot(e^{-\beta U}\nabla f)$. Integration by parts, with no boundary term for a confining $U$, gives $\langle h(-\mathcal L)f\rangle=D\langle\nabla h\cdot\nabla f\rangle$ for equilibrium averages. Thus $-\mathcal L$ is symmetric and non-negative, with the constant function at eigenvalue zero. Its slowest non-zero rate is
\begin{equation}
\lambda=\min_{\langle f\rangle=0}\frac{D\langle|\nabla f|^2\rangle}{\langle f^2\rangle}.
\end{equation}
Restrict $f$ to functions $\varphi(s)$. Then $|\nabla f|^2=\varphi'(s)^2$, and the quotient becomes
\begin{equation}
\frac{D\int p(s)\,\varphi'(s)^2\,ds}{\int p(s)\,\varphi(s)^2\,ds},
\end{equation}
which is the quotient for one-dimensional diffusion on $F(s)$. A minimum over a smaller set cannot be lower, which proves the claim. The two rates agree if the slowest eigenfunction depends on $s$ alone.

\section{From a good coordinate to a bad one}

The table gives the quadrature barrier, the fraction $\phi$ of the $s=0$ ensemble with $0.1<q<0.9$, and the ratio $R$ of the relaxation rate on $F(s)$ to the true one.

\begin{center}
\begin{tabular}{rrrrr}
$\theta$ & $g$ & $\Delta F$ (eV) & $\phi$ & $R$\\
\hline
$10^\circ$ & 13.4 & 0.297 & 1.000 & 1.1\\
$20^\circ$ & 3.15 & 0.289 & 0.948 & 1.6\\
$24.5^\circ$ & 2.00 & 0.283 & 0.823 & 2.2\\
$30^\circ$ & 1.25 & 0.271 & 0.562 & 3.9\\
$45^\circ$ & 0.42 & 0.169 & 0.012 & 201
\end{tabular}
\end{center}

At $g=2$ the exponent in the density of $q$ reduces to $-2\beta B(1+X^2)$, with no term in $u^2$. The histogram is accordingly almost flat: about $0.10$ per bin, falling to $0.089$ at the ends. At $30^\circ$ the barrier is only $10\%$ below $B$, yet the end bins hold $0.219$ each against $0.059$ in the centre. A nearly correct barrier height thus does not prove that the top is the transition state. At $45^\circ$ the missing $0.131$ eV, or $5.1\,k_BT$, accounts for a factor $158$ in the rate; the remaining factor of about $1.27$ in $R=201$ lies in the prefactor, which here depends on the whole shape of $F(s)$ and is not given accurately by the curvatures at its top and minima alone.

The direct test is to measure committors on the supposed top by starting many trajectories from each configuration. In the numerical check, $6000$ trajectories from $u=0.1$ \AA{} on the $45^\circ$ line gave $q=0.749$ with a statistical error of about $0.006$, consistent with $0.748$ from (\ref{eq:q}). With $N$ trajectories the estimate has standard deviation $\sqrt{q(1-q)/N}$, which is $0.16$ for $q=1/2$ and $N=10$, so $N$ must be large enough for this spread not to be mistaken for the width of the histogram. A narrow peak at $1/2$ supports the coordinate. Peaks near $0$ and $1$ reject it as a description of the transition state, however well converged $F(s)$ may be.

\section*{Numbers as computed}
\begin{verbatim}
B = 0.30 eV, a = 1.0 A, k = 0.50 eV/A^2, T = 300 K
kT = 0.02585 eV, kappa = 1.20 eV/A^2
angle where g = 2: 24.53 deg
angle where g = 1: 32.84 deg
Per angle: g; lowest energy on s=0, barrier of F,
  upper bound, low-T estimate (eV); rate on F(s) / true rate
10.00 deg: g=13.401; 0.3000 0.2972 0.2990 0.2972; 1.11
20.00 deg: g=3.145; 0.3000 0.2888 0.2959 0.2887; 1.59
24.53 deg: g=2.000; 0.3000 0.2825 0.2936 0.2821; 2.16
30.00 deg: g=1.250; 0.3000 0.2706 0.2899 0.2668; 3.92
45.00 deg: g=0.417; 0.1979 0.1691 0.2714 0.1706; 201
Committor histogram on s=0, ten equal bins from q=0 to 1
10.00 deg: 0.000 0.001 0.029 0.152 0.318 0.318 0.152 0.029 0.001 0.000
20.00 deg: 0.026 0.077 0.113 0.136 0.148 0.148 0.136 0.113 0.077 0.026
24.53 deg: 0.089 0.102 0.103 0.103 0.103 0.103 0.103 0.103 0.102 0.089
30.00 deg: 0.219 0.090 0.070 0.062 0.059 0.059 0.062 0.070 0.090 0.219
45.00 deg: 0.494 0.003 0.001 0.001 0.001 0.001 0.001 0.001 0.003 0.494
Fraction of the s=0 ensemble with 0.1 < q < 0.9
10.00 deg: 1.0000
20.00 deg: 0.9483
24.53 deg: 0.8229
30.00 deg: 0.5620
45.00 deg: 0.0122
Details at 45 deg:
m = 0.0517 (no unit)
energy minima on s=0 at u = +-0.764 A
committor at u = -0.764 A: 1.44e-05
committor-density peaks at u = +-0.890 A
fraction of s=0 ensemble with |u| >= a: 0.0155
minima of F at s = +-0.697 A
kT ln 2 = 0.0179 eV
(kT/2) ln[(1+g/2)/(1-g)] = 0.0094 eV
apparent barrier = 0.1691 eV = 0.00621 hartree
true barrier     = 0.3000 eV = 0.01102 hartree
deficit = 0.1309 eV = 5.06 kT
exp(deficit/kT) = 158.2
relaxation rate/D along u: 1.8399e-04 1/A^2
relaxation rate/D, full 2D grid: 1.8407e-04 1/A^2
grid-committor deviation below 0.45 eV: 2.7e-04
same over all nodes: 1.4e-02, at U = 0.89 eV
shooting from u=0.1 A: 0.749 (6000 runs)
committor formula there: 0.748
\end{verbatim}
